\section*{Peak temperature of an end-cooled filament from the Wiedemann-Franz law}

\section{What must be known before computing a filament temperature}

A calculation of when a conducting filament in a resistive memory cell dissolves or melts needs its highest temperature. The decision is whether to solve the coupled charge and heat equations on a detailed geometry, with a resistivity known point by point, or to compute the temperature from the voltage alone. The second choice is justified if the filament is cooled through its two ends and its electrons carry the heat. In that case
\begin{equation}
T_{\max}^2=T_0^2+\frac{V^2}{4L},
\label{peak}
\end{equation}
where $T_0$ is the temperature of both contacts, $V$ the voltage across the filament and $L$ the Lorenz number. Length, cross-section and resistivity are absent. Cooling through the ends alone is a real condition: no heat may leave through the sides. A filament embedded in an oxide can violate it strongly, and with side loss \eqref{peak} is only an upper bound.

Volts, kelvin and SI units are used, because atomic units are unnatural for a device.

\section{Transport laws and conventions}

Let $\phi$ be the electrochemical potential of the electrons divided by $-e$, with $e>0$. This is the potential a voltmeter reads. One contact is at $\phi=V>0$, the other at $\phi=0$. Electrons and lattice share one local temperature $T$, and the state is steady. With thermoelectric terms neglected, the charge and heat current densities are
\begin{equation}
\mathbf j=-\sigma\nabla\phi,\qquad \mathbf q=-\kappa\nabla T,\qquad \kappa=L\sigma T .
\label{laws}
\end{equation}
The last relation is the Wiedemann-Franz law, with $L$ constant. The conductivity $\sigma>0$ may depend on position and on temperature.

The value of $L$ follows from elastic scattering. Electrons of fixed total energy $\varepsilon$ diffuse down the gradient of their occupation $f$, so their number current per unit energy is $-(\sigma/e^2)\nabla f$, if the transport function is nearly constant over a few $k_BT$ and equal to $\sigma$. For a Fermi function with electrochemical potential $\mu=-e\phi$,
\begin{equation}
\nabla f=\left(-\frac{\partial f}{\partial\varepsilon}\right)
\left[\nabla\mu+\frac{\varepsilon-\mu}{T}\nabla T\right].
\end{equation}
Multiplying the number current by $-e$ and integrating over energy gives $\mathbf j=(\sigma/e)\nabla\mu=-\sigma\nabla\phi$: the weight $-\partial f/\partial\varepsilon$ integrates to one, and its first moment about $\mu$ vanishes by symmetry. Multiplying instead by $\varepsilon-\mu$ gives the heat current. Now the $\nabla\mu$ term vanishes, and with $x=(\varepsilon-\mu)/k_BT$
\begin{equation}
\mathbf q=-\sigma T\left(\frac{k_B}{e}\right)^2\nabla T
\int_{-\infty}^{\infty}\frac{x^2e^{x}}{(e^{x}+1)^2}\,dx .
\end{equation}
The integrand is even. For $x>0$, $e^x/(e^x+1)^2=\sum_{n\ge1}(-1)^{n-1}n\,e^{-nx}$, and $\int_0^\infty x^2e^{-nx}dx=2/n^3$. The integral is therefore $4\sum_{n\ge1}(-1)^{n-1}/n^2=4\pi^2/12=\pi^2/3$, so
\begin{equation}
L=\frac{\pi^2}{3}\left(\frac{k_B}{e}\right)^2=2.443\times10^{-8}\ \mathrm{V^2/K^2}.
\label{lorenz}
\end{equation}
This value, and the vanishing first moment, require degenerate electrons, with the Fermi level many $k_BT$ inside the band. In a nondegenerate semiconducting filament $L$ is different (near $2(k_B/e)^2$ for a transport function linear in energy) and the thermopower can reach hundreds of $\mu$V/K, so thermoelectric terms cannot be assumed small. If inelastic scattering changes $L$ but leaves it constant, the derivations below hold with the changed value.

Charge conservation reads $\nabla\cdot\mathbf j=0$. The heat produced per volume is $-\mathbf j\cdot\nabla\phi=\sigma|\nabla\phi|^2$, so that $\nabla\cdot\mathbf q=\sigma|\nabla\phi|^2$.

\section{First derivation: the energy current along the filament}

Let $x$ run from the contact at $V$ to the contact at zero, over a length $\ell$. Assume that $\phi$ and $T$ are uniform over each cross-section of area $A(x)$. The electric current and the heat current toward increasing $x$ are
\begin{equation}
I=-A\sigma\phi',\qquad Q=-A\kappa T',
\label{currents}
\end{equation}
with primes for $d/dx$. $I$ is positive and independent of $x$. The heat current grows by the Joule heat released on the way, $Q'=-I\phi'$. Since $I$ is constant, this is
\begin{equation}
\frac{d}{dx}\left(Q+I\phi\right)=0,\qquad Q=I(\phi_*-\phi),
\label{energy}
\end{equation}
where $I\phi_*$ names the constant value of the total energy current. Insert \eqref{currents} on both sides of the second relation:
\begin{equation}
-A\kappa T'=-A\sigma\phi'(\phi_*-\phi)
\quad\Longrightarrow\quad
\frac{\kappa}{\sigma}T'=(\phi_*-\phi)\phi' .
\label{ratio}
\end{equation}
The area has cancelled. The Wiedemann-Franz law replaces $\kappa/\sigma$ by $LT$, and the conductivity cancels too. Both sides are then derivatives:
\begin{equation}
\frac{d}{dx}\left[\frac{LT^2}{2}+\frac{(\phi-\phi_*)^2}{2}\right]=0 .
\end{equation}
The bracket has equal values at the two ends, and $T=T_0$ at both, so $(V-\phi_*)^2=\phi_*^2$. This gives $V^2=2V\phi_*$, or $\phi_*=V/2$. The bracket equals $LT_0^2/2+V^2/8$, and solving for $T^2$ gives
\begin{equation}
T^2=T_0^2+\frac{1}{L}\left[\frac{V^2}{4}-\left(\phi-\frac V2\right)^2\right]
=T_0^2+\frac{\phi(V-\phi)}{L}.
\label{local}
\end{equation}
The largest value occurs at $\phi=V/2$ and is \eqref{peak}. Because $\phi'<0$ throughout, there is one such section.

Equation \eqref{energy} also gives the heat flow. At the hottest section $Q=0$. At the ends $Q(0)=-IV/2$ and $Q(\ell)=+IV/2$: each contact receives half the power $IV$, however lopsided the filament. A more resistive filament dissipates less power at given voltage, but by the Wiedemann-Franz law it conducts heat worse in the same proportion.

The current does depend on shape. If $\rho=1/\sigma$ is a function of $T$ only, \eqref{currents} gives $I\,dx/A=-d\phi/\rho$, and integration from end to end yields
\begin{equation}
I\int_0^\ell\frac{dx}{A}=\int_0^V\frac{d\phi}{\rho(T(\phi))},
\label{current}
\end{equation}
with $T(\phi)$ from \eqref{local}.

\section{Voltage scales and a worked filament}

The two terms of \eqref{peak} are equal at $V=2\sqrt L\,T_0$, which is 0.094 V for $T_0=300$ K. Well below this voltage, expanding the square root gives
\begin{equation}
T_{\max}-T_0\simeq\frac{V^2}{8LT_0},
\end{equation}
a rise proportional to $V^2$. Well above it,
\begin{equation}
T_{\max}\simeq\frac{V}{2\sqrt L},\qquad
k_BT_{\max}\simeq\frac{\sqrt3}{2\pi}\,eV\approx0.276\,eV ,
\end{equation}
where $eV$ is the charge times the voltage. The slope is 3199 K per volt, and the ambient temperature drops out.

Take a model metallic filament 20 nm long and 10 nm in diameter, its contacts ideally held at 300 K, with $\rho=\rho_0[1+\alpha(T-T_0)]$, $\rho_0=1\ \mu\Omega\,$m, $\alpha=10^{-3}$ K$^{-1}$ and $V=0.3$ V. Then
\begin{align}
\frac{V^2}{4L}&=\frac{0.09}{4\times2.443\times10^{-8}}\ \mathrm{K^2}
=9.21\times10^5\ \mathrm{K^2},\\
T_{\max}&=\sqrt{9.0\times10^4+9.21\times10^5}\ \mathrm K\approx1005\ \mathrm K .
\end{align}
The corresponding thermal energy $k_BT_{\max}$ is 0.087 eV. At 0.1 V the peak is 439 K and at 0.4 V it is 1314 K; the high-voltage form alone would give 1280 K in the latter case.

For a chosen switching temperature $T_c$, \eqref{peak} inverts to
\begin{equation}
V_c=2\sqrt{L(T_c^2-T_0^2)} .
\end{equation}
With $T_c=1000$ K this is $2\sqrt{2.443\times10^{-8}\times9.1\times10^5}$ V $=0.298$ V. Within this model a thick filament and a thin one reach $T_c$ at the same voltage, though at different currents.

The one-dimensional charge and heat equations were solved numerically for three filaments at 0.3 V. The first is a cylinder. The second has a neck, $A/A_0=1-0.7\exp\{-[(x/\ell-0.3)/0.15]^2\}$, where $A_0$ is the full area. The third has the same neck and a resistivity multiplied by $1+2x/\ell$. All three peaks are 1005 K, at a potential of 0.150 V. The currents are 0.790, 0.557 and 0.296 mA. For the first two, \eqref{current} gives the same values; it does not apply to the third, whose resistivity depends on position as well.

The hottest section of the cylinder is its middle. With the neck it moves to $x/\ell=0.368$, not to the narrowest section at 0.3. The condition is $\phi=V/2$, so the peak sits where half the voltage has been dropped, and the long wide part on the right contributes enough of the drop to pull that point away from the narrowest section. Grading the resistivity upward to the right moves it further, to 0.468.

\section{Second derivation: one equation for two fields}

Now drop the assumption of uniform cross-sections. The conductor has any connected shape, each contact is at uniform potential and temperature, and neither charge nor heat crosses the remaining surface. There, with $\mathbf n$ the surface normal, $\mathbf n\cdot\nabla\phi=0$ and $\mathbf n\cdot\nabla T=0$.

The equations in the volume are
\begin{equation}
\nabla\cdot(\sigma\nabla\phi)=0,\qquad
\nabla\cdot(\kappa\nabla T)+\sigma|\nabla\phi|^2=0 .
\label{volume}
\end{equation}
The product rule turns Joule heat into a divergence:
\begin{equation}
\nabla\cdot(\sigma\phi\nabla\phi)
=\phi\,\nabla\cdot(\sigma\nabla\phi)+\sigma|\nabla\phi|^2
=\sigma|\nabla\phi|^2 ,
\end{equation}
where the first term vanished by charge conservation. Also $\phi\nabla\phi=\nabla(\phi^2/2)$, and the Wiedemann-Franz law gives $\kappa\nabla T=L\sigma T\nabla T=\sigma\nabla(LT^2/2)$. The heat equation becomes
\begin{equation}
\nabla\cdot(\sigma\nabla u)=0,\qquad u=\frac{LT^2}{2}+\frac{\phi^2}{2}.
\label{u}
\end{equation}
Thus $u$ obeys the same equation as $\phi$, and its flux through the sides is zero because both $\nabla T$ and $\nabla\phi$ have no normal component there.

On the contact at zero potential $u=LT_0^2/2$; on the other, $u=LT_0^2/2+V^2/2$. The combination
\begin{equation}
w=u-\frac{LT_0^2}{2}-\frac{V\phi}{2}
\end{equation}
vanishes on both, and it inherits $\nabla\cdot(\sigma\nabla w)=0$ and zero side flux. Here $\sigma$ is the conductivity at the actual solution, a fixed positive function of position, so its temperature dependence does not spoil linearity. Integrate over the volume, with the divergence theorem:
\begin{equation}
\int\sigma|\nabla w|^2\,d^3r
=\int\nabla\cdot(w\sigma\nabla w)\,d^3r
=\oint w\sigma\,\mathbf n\cdot\nabla w\,dS=0 .
\end{equation}
The surface integral is zero on the contacts because $w=0$, and on the sides because the flux vanishes. Since $\sigma>0$, $\nabla w=0$; $w$ is constant, and its value on the contacts is zero. Writing out $w=0$,
\begin{equation}
\frac{LT^2}{2}=\frac{LT_0^2}{2}+\frac{V\phi}{2}-\frac{\phi^2}{2},
\end{equation}
which is \eqref{local} again, now at every point of the body. A path inside the conductor from one contact to the other must cross $\phi=V/2$ by continuity, so the maximum \eqref{peak} is attained.

This was tested on a plate twice as long as wide at 0.1 V, with a conductivity varying strongly in both directions. Across the middle of the plate the potential varies by 0.020 V, a fifth of the applied voltage, so the flow is not one-dimensional. The largest departure of the computed temperature from \eqref{local} was 0.024 K on a coarse mesh and 0.006 K after halving the mesh spacing. The fourfold decrease is that of a second-order discretization error.

The same argument treats contacts at different temperatures, $T_1$ at $\phi=V$ and $T_2$ at $\phi=0$. Again $u$ must be a linear function of $\phi$, now fixed by the new end values. With $D=T_1^2-T_2^2$,
\begin{equation}
T^2=T_2^2+\frac{D\phi}{V}+\frac{\phi(V-\phi)}{L}.
\end{equation}
Setting the derivative with respect to $\phi$ to zero gives $\phi=V/2+LD/(2V)$. This lies between the contacts if $L|D|<V^2$, and substitution then gives
\begin{equation}
T_{\max}^2=\frac{T_1^2+T_2^2}{2}+\frac{V^2}{4L}+\frac{LD^2}{4V^2}.
\end{equation}
At smaller voltages the hotter contact is the hottest place. For $D=0$ the earlier result returns.

\section{What each derivation assumes}

Both derivations need a steady state, a local temperature, negligible thermoelectric terms, the Wiedemann-Franz law with constant $L$, insulated sides and ideal contacts. They differ in geometry. The first assigns one potential and one temperature to each section, which requires a slowly varying area. The neck above narrows within a few nanometres of length in a filament 10 nm across, so its computed current belongs to the one-dimensional model and should not be trusted for a solid body of that shape. The second derivation shows that the peak temperature does not share this weakness. In return, the first follows the energy current, and so shows what happens when heat leaks out.

\subsection{Heat carried by the lattice}

Suppose the lattice adds a conductivity $\kappa_l$, so that $\kappa=L\sigma T+\kappa_l$. Equation \eqref{ratio} still holds. If $\kappa\rho$ depends on $T$ only, it integrates as before, equal end temperatures again give $\phi_*=V/2$, and at the peak
\begin{equation}
\int_{T_0}^{T_{\max}}\kappa\rho\,dT=\frac{V^2}{8}.
\label{kohl}
\end{equation}
Since $\kappa\rho=LT+\kappa_l\rho$ exceeds $LT$, the integral reaches $V^2/8$ at a lower temperature. The role of the Wiedemann-Franz law is now visible: it makes $\kappa\rho$ a function of temperature alone even when $\rho$ varies from place to place. A constant $\kappa_l$ with a graded resistivity loses that property, and shape independence is no longer guaranteed.

For constant $\kappa_l=2$ W/(m K) and the resistivity of the example, with $\Delta=T_{\max}-T_0$, \eqref{kohl} reads
\begin{equation}
\frac L2\left(T_{\max}^2-T_0^2\right)
+\kappa_l\rho_0\left(\Delta+\frac{\alpha\Delta^2}{2}\right)=\frac{V^2}{8}.
\end{equation}
Its solution at 0.3 V is 935 K, and the numerical solution for the necked filament agrees. The peak is 71 K below the ideal one, a tenth of the ideal rise above ambient. The electronic conductivity at 300 K is 7.3 W/(m K), so a lattice part of about a quarter of it already matters. The lattice term grows with $\rho_0$, and this example, about 250 $\Omega$ when cold, is a favourable case. For $\rho_0=10\ \mu\Omega\,$m, about 2.5 k$\Omega$ for the cylinder, the same equation gives 626 K, and \eqref{peak} is then far too high. These figures presume that electrons and lattice still share one temperature. At a length of 20 nm that requires strong electron-phonon coupling; with weaker coupling the electrons are hotter than 935 K and the lattice is cooler. In a two-temperature version of the necked filament, a coupling of $10^{17}$ W/(m$^3$ K), the order found in copper, leaves the lattice peak near 730 K; about $10^{19}$ W/(m$^3$ K) is needed for the two temperatures to agree within several kelvin.

\subsection{Heat lost through the sides}

Let the surroundings, at $T_0$, take away a power $g(T-T_0)$ per length, with $g>0$ and the Wiedemann-Franz law restored. Then $Q'=-I\phi'-g(T-T_0)$. The temperature cannot fall below $T_0$: at an interior minimum with $T<T_0$ the right side would be positive, while $Q'=-(A\kappa T')'$ cannot be positive at a minimum. Hence $Q+I\phi$ decreases, or stays level, along $x$.

At the hottest section $Q=0$ and $\phi=\phi_m$. To its left, therefore, $Q\ge I(\phi_m-\phi)$. From \eqref{currents}, $LTT'=Q\phi'/I$, and since $\phi'<0$ this gives $LTT'\le(\phi_m-\phi)\phi'$. Integrating from the left contact to the peak,
\begin{equation}
\frac L2\left(T_{\max}^2-T_0^2\right)\le\frac{(V-\phi_m)^2}{2}.
\end{equation}
To the right both inequalities reverse, and integration from the peak to the other contact gives the same left side bounded by $\phi_m^2/2$. The smaller of $\phi_m$ and $V-\phi_m$ is at most $V/2$, so \eqref{peak} becomes an upper bound on the peak.

The size of the reduction depends on length. Loss through the sides scales as $g\ell$ and conduction to the ends as $\kappa_0A_0/\ell$, where $\kappa_0$ is the electronic conductivity at $T_0$. Their ratio is $g\ell^2/(\kappa_0A_0)$. For the cylinder with $g=1$ W/(m K) it is 0.695 at 20 nm, and the computed peak is 984 K; at 40 nm it is 2.8, and the peak is 927 K. This value of $g$ is a mild case. For a filament embedded in an oxide with a thermal conductivity near 1 W/(m K), $g$ is several W/(m K) at these lengths, and the peak can lie more than 100 K below \eqref{peak}. The ratio omits numerical factors and the growth of $\kappa$ with temperature, so it indicates when side loss matters but is not a fractional error.

\subsection{Conditions outside both derivations}

The voltage in \eqref{peak} is the drop across the filament itself. Drops in leads, a series transistor or a contact interface must be subtracted first, and each contact enters with its actual temperature; if the two differ, the result for unequal contacts replaces \eqref{peak}. This warming need not be small. In the cylinder at 0.3 V each contact receives 0.12 mW. Spreading from a disc of radius $a=5$ nm into a thick electrode of thermal conductivity $\kappa_e=50$ W/(m K), a heat current $Q$ of this size warms the disc by about $Q/(4\kappa_e a)\approx120$ K. During a pulse too short for heat to diffuse along the filament, the steady equations do not apply.

If the filament is so short that electrons leave before sharing their energy with the lattice, $T$ can at most be the electron temperature, and it says little about when atoms move. A length of 20 nm can already be short in this sense: if the lattice also conducts heat to the contacts, weak electron-phonon coupling leaves it cooler than the electrons. If they leave before sharing energy among themselves, no local temperature exists. When none of these complications is present, the sides lose little heat and electrons dominate the heat flow, the geometry can be left out of the temperature calculation and kept for the current. These conditions favour short, low-resistance metallic filaments; for a filament of kilohm resistance or one embedded in an oxide, \eqref{peak} should be read as an upper bound for the given contact temperature. The main computed values and comparisons are in the numerical output.

\section*{Computed results}
\begin{verbatim}
Lorenz number: 2.4430e-08 V^2/K^2
Fermi-window second moment (quadrature): 3.289868
Ambient temperature: 300 K; applied voltage: 0.30 V
Length: 20 nm; diameter: 10 nm
Resistivity at ambient: 1.0e-06 ohm m; coefficient: 1e-03 1/K
Electronic thermal conductivity at ambient: 7.329 W/(m K)
V^2/(4L): 9.2100e+05 K^2; T0^2: 9.0e+04 K^2
Peak temperature, formula: 1005.48 K
Peak thermal energy k_B T: 0.08665 eV
High-voltage slope 1/(2 sqrt L): 3199.0 K/V
High-voltage ratio k_B T/(e V): 0.27566
cylinder: solved peak 1005.48 K at x/length 0.500, potential 0.1500 V
cylinder: current 0.7902 mA, power 0.2371 mW
cylinder: current from potential integral 0.7902 mA
neck: solved peak 1005.48 K at x/length 0.368, potential 0.1500 V
neck: current 0.5566 mA, power 0.1670 mW
neck: current from potential integral 0.5566 mA
graded neck: solved peak 1005.48 K at x/length 0.468, potential 0.1500 V
graded neck: current 0.2958 mA, power 0.0887 mW
V = 0.05 V: peak formula 339.98 K, solved 339.98 K
V = 0.10 V: peak formula 438.56 K, solved 438.56 K
V = 0.20 V: peak formula 706.63 K, solved 706.63 K
V = 0.40 V: peak formula 1314.28 K, solved 1314.28 K
Voltage for a peak of 1000 K: 0.2982 V (solved peak 1000.00 K)
Plate at 0.10 V: solved peak 438.56 K, formula 438.56 K
Plate: potential spread across middle column 0.0203 V
Plate: largest local-law error 0.0241 K on coarse mesh, 0.0060 K on fine mesh
Lattice thermal conductivity: 2.0 W/(m K)
Peak with lattice conduction: integral 934.90 K, solved 934.90 K
Side loss per length: 1.0 W/(m K)
Length 20 nm: loss ratio 0.695, peak with side loss 984.25 K
Length 40 nm: loss ratio 2.780, peak with side loss 927.02 K
\end{verbatim}
